# Solvent Diffusion Enhancement by Dilute Solutes in Fcc Crystals

## A ten per cent rise from one per cent of solute

In the example worked below, replacing 1% of the atoms of an fcc crystal by a solute raises the diffusivity of the other atoms by 10.5%, if the change in the correlation between successive jumps is neglected. The slope of this rise is 10.51 per unit solute fraction. The relative increase in the number of vacancies has nearly the same slope, 10.60. If the total vacancy content is held fixed instead of being allowed to reach equilibrium, the solvent slope drops to $-0.08$. Including the correlation change lowers both solvent slopes by about 1.07. The derivation shows where these numbers come from and whether their near equality is general.

The quantity in question is the tracer diffusion coefficient $D_A$ of solvent A in a homogeneous alloy with a small fraction $c$ of solute B:

$$D_A(c)=D_A(0)\,[1+bc+O(c^2)].$$

When the change of the solvent correlation factor is neglected, Lidiard's coefficient is

$$b=-18+\frac{w_4}{w_0}\left(4\frac{w_1}{w_3}+14\right). \tag{1}$$

This is not an interdiffusion coefficient, which also needs the thermodynamic factor and the coupling between the atomic fluxes.

## Rates and assumptions

Atoms move by exchanging with single vacancies. A jump is classified by the position of the vacancy relative to the nearest solute:

- $w_0$: exchange with a solvent atom, the vacancy being outside the first shell of B before and after.
- $w_1$: exchange with a solvent atom, the vacancy moving between two first neighbours of B.
- $w_2$: exchange with B itself.
- $w_3$: exchange with a solvent atom that takes the vacancy out of the first shell of B.
- $w_4$: the reverse of a $w_3$ jump.

All $w_3$ jumps are taken to be alike, although they end in different outer shells. B changes the vacancy energy in its first shell only. Solutes are placed at random, and their mutual interactions are ignored; these would need two solutes close together and so enter at order $c^2$. Temperature and pressure are fixed, and sources and sinks keep the vacancies in equilibrium. Their fraction is small enough for them to act singly.

Let $K$ be the statistical weight of a vacancy on one given neighbour site of B, relative to a site far away. In equilibrium each jump is balanced by its reverse, so

$$K w_3=1\cdot w_4,\qquad K=\frac{w_4}{w_3}. \tag{2}$$

Attraction means $K>1$. A $w_1$ or $w_2$ jump joins two configurations of equal weight $K$, so it is balanced without a further condition.

## From diffusivity to jump frequency

Let $\Gamma_A$ be the mean number of jumps per unit time of one solvent atom, and $d=a/\sqrt2$ the jump length, where $a$ is the cubic lattice parameter. If successive jumps were independent, the mean square displacement in time $t$ would be $\Gamma_A t\,d^2$. In three dimensions it equals $6D_At$. The correlation factor $f_A$ corrects for the memory between jumps:

$$D_A=\frac{d^2}{6}\,\Gamma_A f_A .$$

In the pure solvent each of the 12 neighbour sites is vacant with probability $c_v$, so $\Gamma_A=12c_vw_0$ and

$$D_A(0)=\frac{1}{6}\,\frac{a^2}{2}\,12\,c_vw_0f_0=a^2c_vw_0f_0. \tag{3}$$

Here $f_0$ is the correlation factor of the pure fcc crystal. Setting $f_A=f_0$ in the alloy leaves $D_A(c)/D_A(0)=\Gamma_A(c)/\Gamma_A(0)$. This is the approximation behind equation (1), and its cost is computed further on.

## Counting places correctly

The number $-18$ depends on how sites and atoms are counted. Take $N$ atoms, of which $N_A$ are solvent and $N_B=cN$ are solute. Without a vacancy they fill $N$ sites in $\binom{N}{N_B}$ ways. Making a vacancy adds a site. There are then $N+1$ places for the vacancy, and the same $N$ atoms are distributed over the $N$ sites that remain, again in $\binom{N}{N_B}$ ways. Each arrangement carries the pure-solvent factor $c_v=e^{-g/kT}$, with $g$ the free energy of vacancy formation, times $K$ for each solute beside the vacancy.

Choose one of the 12 neighbours of the vacancy. It is a solvent atom in a fraction $N_A/N$ of the arrangements. Given that, each of the other $N-1$ sites holds a solute with probability $N_B/(N-1)$, which tends to $c$ for a large crystal. The total rate of solvent exchanges is therefore

$$R=(N+1)\,c_v\cdot12\cdot\frac{N_A}{N}\,w_0\,\langle G\rangle ,$$

where $G$ is the product of configuration weight and jump rate, divided by $w_0$. Dividing by $N_A$ and letting $N$ grow gives

$$\Gamma_A(c)=12\,c_vw_0\,\langle G\rangle .$$

To first order in $c$ at most one solute matters. Let $G_s$ be the value of $G$ with a single solute on site $s$. Since $G=1$ without a solute,

$$\langle G\rangle=1+c\sum_s(G_s-1),\qquad b=\sum_s(G_s-1). \tag{4}$$

The sum runs over all sites except those of the vacancy and of the jumping atom.

## The eighteen sites around one jump

In units of $a/2$, put the vacancy at the origin and the atom at $\mathbf d=(1,1,0)$. A neighbour $\mathbf p$ of the vacancy has $|\mathbf p|^2=2$. It is also a neighbour of the atom if

$$|\mathbf p-\mathbf d|^2=2+2-2\,\mathbf p\cdot\mathbf d=2,$$

that is, if $\mathbf p\cdot\mathbf d=1$. Four sites satisfy this: $(1,0,\pm1)$ and $(0,1,\pm1)$. Of the 12 neighbours of the vacancy, one is the atom and four are common, which leaves seven that belong to the vacancy alone. By symmetry seven others belong to the atom alone. The total is $4+7+7=18$.

During the exchange the vacancy moves from the origin to $\mathbf d$. A solute on one of the 18 sites has the following effect:

- On a common site, the vacancy is beside B before and after. The weight is $K$ and the rate $w_1$, so $G_s=Kw_1/w_0$.
- On a site near the vacancy alone, the vacancy leaves B. The weight is $K$ and the rate $w_3$, so $G_s=Kw_3/w_0=w_4/w_0$ by equation (2).
- On a site near the atom alone, the vacancy arrives beside B. The weight is 1 and the rate $w_4$, so again $G_s=w_4/w_0$.

On every other site $G_s=1$. Equation (4) becomes

$$b=4\left(\frac{Kw_1}{w_0}-1\right)+14\left(\frac{w_4}{w_0}-1\right). \tag{5}$$

Inserting $K=w_4/w_3$ and collecting the constants, $-4-14=-18$, gives

$$b=-18+4\frac{w_4w_1}{w_0w_3}+14\frac{w_4}{w_0},$$

which is equation (1). The number 18 counts the sites on which a solute can alter a given solvent jump.

## The same count seen from the vacancy

A second route shows where a factor could be lost. Fix the vacancy and let the solute visit all other sites.

If B is on one of the 12 neighbour sites, the vacancy has one exchange with B, four solvent exchanges at $w_1$ and seven at $w_3$. The weighted solvent rate is $K(4w_1+7w_3)$ in place of $12w_0$. If B is farther away, a jump is altered when it brings the vacancy into the first shell of B. These jumps are the reverses of the $12\times7=84$ departures, so 84 combinations of solute site and jump change from $w_0$ to $w_4$. The excess rate, summed over solute sites, is

$$\begin{aligned}
E&=12\,[K(4w_1+7w_3)-12w_0]+84(w_4-w_0)\\
&=48Kw_1+84w_4-144w_0+84w_4-84w_0\\
&=48Kw_1+168w_4-228w_0 .
\end{aligned}$$

Relative to $12w_0$, the total solvent exchange rate changes by the factor

$$1+c\left(\frac{4Kw_1}{w_0}+\frac{14w_4}{w_0}-19\right).$$

This rate is shared by only a fraction $1-c$ of the atoms. Division by $1-c$ adds $+1$ to the slope and turns $-19$ into $-18$. The coefficient is thus defined per solvent atom; the total solvent exchange rate has the slope $b-1$.

## When the coefficient vanishes

With $w_0=w_1=w_3=w_4$, equation (1) gives

$$b=-18+1\cdot(4+14)=0 .$$

Each of the 18 terms in equation (4) is then zero separately, and $w_2$ does not appear. The converse does not hold. With $w_4=w_0$ and $w_1=w_3=3w_0$ the bracket in equation (1) is again 18 and $b=0$, although the solute now repels vacancies, with $K=1/3$. A measured slope also contains the correlation change treated below. For this set it vanishes if $w_2=3w_0$ as well, since every product of weight and rate then equals $w_0$; for $w_2=w_0$ it is about $-0.25$. A measured zero slope therefore does not show that the solvent rates are equal.

In the opposite limit, solutes block the jumps around them: $w_4/w_0\to0$ and $Kw_1/w_0\to0$. Then $b\to-18$. Since all rates are positive, equation (1) cannot lie below this value. The bound does not hold for the true slope, because the correlation change treated below is large in this limit: for $w_1=w_2=w_3=w_0$ and $w_4=0.02w_0$, equation (1) gives $-17.6$, the correlation change adds about $-8$, and the complete slope is near $-26$.

## Worked example

The parameters are round model inputs in the rough regime of copper with a dilute solute that attracts vacancies, such as zinc. The temperature is 1100 K, so $kT=0.09479$ eV. Each rate is $w_i=\nu e^{-E_i/kT}$ with the same $\nu=10^{13}\ \mathrm{s^{-1}}$.

| Jump | $E_i$ (eV) | $w_i/w_0$ |
|---|---|---|
| 0 | 0.70 | 1 |
| 1 | 0.68 | 1.2349 |
| 2 | 0.60 | 2.8718 |
| 3 | 0.73 | 0.7287 |
| 4 | 0.67 | 1.3723 |

The reference rate is $w_0=6.207\times10^9\ \mathrm{s^{-1}}$. The binding energy is $E_3-E_4=0.06$ eV, which gives $K=1.8832$, and $w_1/w_3=1.6947$. Hence

$$b=-18+1.3723\,(4\times1.6947+14)=10.51 .$$

In the form of equation (5), the four common sites give $4(1.8832\times1.2349-1)=5.30$ and the other fourteen give $14\times0.3723=5.21$.

For the absolute scale, take a vacancy formation energy of 1.30 eV, a formation entropy of $2.0k$ and $a=0.36$ nm. Then

$$c_v=e^{2.0-1.30/0.09479}=8.17\times10^{-6}.$$

With the fcc lattice value $f_0=0.7815$ (the finite-cell extrapolation given below yields 0.7814), equation (3) yields

$$D_A(0)=(3.6\times10^{-8}\,\mathrm{cm})^2\,c_vw_0f_0=5.14\times10^{-11}\ \mathrm{cm^2/s}.$$

At $c=0.01$ the linear law gives $1.105\,D_A(0)=5.68\times10^{-11}\ \mathrm{cm^2/s}$.

## Barrier heights and temperature

With equal attempt frequencies the products in equation (5) are

$$\frac{Kw_1}{w_0}=e^{(E_3-E_4+E_0-E_1)/kT}=e^{0.08\,\mathrm{eV}/kT},\qquad \frac{w_4}{w_0}=e^{0.03\,\mathrm{eV}/kT}.$$

The exponents are the amounts by which a solute lowers the saddle point of the jump, measured from the energy of a distant vacancy. The depth of the starting site has cancelled, because a deeper site is occupied more often and left more slowly in the same proportion. In this approximation $b$ depends on saddle points alone.

Both exponentials fall on heating. The coefficient is 13.8 at 900 K, 10.5 at 1100 K and 8.5 at 1300 K, with the barriers held fixed. For $kT$ well above these energies, $b\approx(4\times0.08+14\times0.03)\,\mathrm{eV}/kT$, which tends to zero. That limit relies on equal attempt frequencies; otherwise their ratios remain.

## More vacancies or faster vacancies?

By the counting above, the number of vacancies is multiplied by the average weight of the 12 sites around a vacancy:

$$\frac{c_v(c)}{c_v(0)}=1+12c(K-1). \tag{6}$$

Here $12(K-1)=10.60$. If the total vacancy content is fixed, this growth must be removed, and the slope is $b'=b-12(K-1)$. Grouping the terms of equation (5) by type of jump gives

$$b'=4K\left(\frac{w_1}{w_0}-1\right)+7K\left(\frac{w_3}{w_0}-1\right)+7\left(\frac{w_4}{w_0}-1\right)-(K-1).$$

To verify the regrouping, note that $7Kw_3=7w_4$, so the rate terms add to $4Kw_1/w_0+14w_4/w_0$. The remaining terms are $-4K-7K-7-K+1=-12K-6$, which equals $-18-12(K-1)$.

The four terms are $1.77$, $-3.58$, $2.61$ and $-0.88$. Jumps around the solute and jumps towards it are faster than in the pure solvent, while jumps away from it are slower. The last term arises because an attracted vacancy has a solute among its 12 exchange partners more often than chance would give. The sum is $-0.08$. The near equality of $b$ and the vacancy slope is thus a cancellation produced by these barriers and not a general rule.

The distinction matters in practice. Equation (1) applies when vacancy sources and sinks act fast enough. The slope $b'$ applies when the alloy and the pure solvent hold the same number of vacancies per atom. A lack of sources does not ensure this. An alloy quenched too fast for vacancies to be lost, for example, keeps those it had at the higher temperature, and by equation (6) their number already depends on $c$.

## The neglected correlation change

After an exchange, the vacancy sits behind the atom that has just moved and may take it back. A nearby solute changes the chance of this return. Write $f_A=f_0(1+sc)$ to first order. Then

$$(1+bc)(1+sc)=1+(b+s)c+O(c^2),$$

and the complete linear coefficient of the five-rate model is $b+s$.

To find $s$, consider a periodic cell with one tracer atom, one vacancy and one solute. A state $i$ specifies where the vacancy and the solute are relative to the tracer. Let $W_{ij}$ be the rate from $i$ to $j$, $x_{ij}=-x_{ji}$ the tracer displacement along $x$ in that jump, and $\pi_i$ the equilibrium probability, with $\pi_iW_{ij}=\pi_jW_{ji}$. The mean drift from state $i$ is $u_i=\sum_jW_{ij}x_{ij}$. Choose a function $\varphi$ such that

$$\sum_jW_{ij}(\varphi_j-\varphi_i)=-u_i. \tag{7}$$

The tracer position plus $\varphi$ then has zero mean drift from every state, so its successive increments are uncorrelated and their squares add. Because $\varphi$ is bounded in a finite cell, it does not affect the long-time growth, and

$$D=\frac12\sum_{ij}\pi_iW_{ij}(x_{ij}+\varphi_j-\varphi_i)^2. \tag{8}$$

Expand the square. The first part is $D_{\rm bare}=\frac12\sum\pi_iW_{ij}x_{ij}^2$, the value for independent jumps. Exchanging $i$ and $j$ in the $\varphi_j$ term and using $x_{ij}=-x_{ji}$ turns the cross term into $-2\sum_i\pi_iu_i\varphi_i$. By equation (7) the last part is $+\sum_i\pi_iu_i\varphi_i$. Therefore

$$f=\frac{D}{D_{\rm bare}}=1-\frac{\sum_i\pi_iu_i\varphi_i}{D_{\rm bare}} .$$

Equation (7) is a sparse linear system, solved here by conjugate gradients. In a cell of $N$ sites the solute has $N-2$ possible places, so $s$ is the limit of $(N-2)(f/f_{\rm pure}-1)$, with $f_{\rm pure}$ taken from the same cell without solute. The values are $-0.960$ for 216 sites and $-1.024$ for 512. Extrapolation with an error proportional to $1/N$ gives $s=-1.07$; the pair with 125 and 343 sites gives the same to this precision. The pure-crystal $f_0$ was extrapolated in the same way from 512 and 1000 sites.

The complete coefficient is thus $10.51-1.07=9.44$. Equation (1) overestimates it by about 11% in this example.

The solute rate $w_2$ enters through $s$ alone. The $\varphi$ of equation (7) is the one that minimises the right side of equation (8), since setting its derivative with respect to $\varphi_i$ to zero reproduces equation (7). Raising $w_2$ with all else fixed cannot lower any of the non-negative terms in that sum, so it cannot lower the minimum: $D_A$ does not fall when $w_2$ rises. The fast solute exchange of the example is therefore not the cause of the negative $s$.

If all five rates are equal, B is a mere label and $s=0$. If the four solvent rates are equal but $w_2$ differs, $b$ is still zero while $s$ is not: it is $-0.58$ for an immobile solute, $w_2=0$, and $+0.19$ for $w_2=2.87w_0$. Equal solvent rates make Lidiard's coefficient vanish, but not in general the true slope.

## Other limits of the formula

**Higher solute content.** If solute energies add, at saddle points as well, and the sites are filled independently, the average of $G$ factorises:

$$\langle G\rangle=\left(1-c+c\frac{Kw_1}{w_0}\right)^4\left(1-c+c\frac{w_4}{w_0}\right)^{14}.$$

At $c=0.01$ this is 1.110, against 1.105 from the linear law. Real solute pairs need not be additive.

**Longer range.** Each end of the jump has six second neighbours, two of which are first neighbours of the other end. The remaining $4+4=8$ sites lie outside equation (5). If a solute there lowered the saddle by an assumed 5 meV, $b$ would rise by $8(e^{0.005/0.09479}-1)=0.43$.

**Divacancies.** For an assumed binding energy of 0.20 eV, the chance of finding a second vacancy beside a given one is $12c_ve^{0.20/0.09479}=8\times10^{-4}$. This is a population; the share in transport also depends on how fast pairs move.

## Comparison with a real alloy

For copper, a vacancy formation energy near 1.3 eV, a migration energy near 0.7 eV and a lattice parameter near 0.36 nm are typical rough values. The solute barriers are chosen to represent moderate attraction and are not fitted to zinc. The example therefore does not predict the slope for zinc in copper, and $b$ is sensitive to the barriers. By equation (4), $b+18$ is the sum of the 18 factors $G_s$, here 28.5. Lowering all 18 saddles by 10 meV changes it by about $28.5\times0.010/0.09479\approx3$. Such an error outweighs the correlation change and the assumed second-shell effect. The largest shift found here comes from the vacancy supply: if the alloy is held at the vacancy content of the pure solvent, the slope falls by 10.6, which takes the complete coefficient from 9.4 to about $-1.2$.

## Using the result

Supply the rates at one temperature, and obtain $w_3$ and $w_4$ from the same binding energy, so that equation (2) holds. If the seven dissociative jumps have different rates $w_{3j}$, replace the second term of equation (5) by

$$2\sum_{j=1}^{7}\left(\frac{Kw_{3j}}{w_0}-1\right).$$

The factor 2 counts each jump and its reverse, which have equal products of weight and rate. This form assumes that saddles farther out are unchanged. For accuracy better than about one unit in the slope at parameters like these, add $s$ from equation (7), which also requires $w_2$.
